# Why phonon spin relaxation in centrosymmetric metals follows a T⁵ law

## Question

A conduction electron in a metal with inversion symmetry can flip its spin by absorbing or emitting an acoustic phonon. Two mechanisms contribute. In Elliott's, the moving ions scatter the electron through their spin-independent potential, and the spin flips because spin-orbit coupling has mixed up and down in the Bloch states. In Yafet's, the spin-orbit potential itself moves with the ions. Why do the two amplitudes cancel for long waves, how does this lead to a spin relaxation rate \(1/T_1\propto T^5\), and how large is the rate in a simple metal?

## Mechanism: a rigid shift cannot flip a spin

A phonon of very long wavelength shifts a large region of the crystal as a whole. The electron sees the same crystal in another place, so nothing there can flip its spin. This concerns the complete ionic potential, spin-orbit part included. If one moved the spin-independent potential and left the spin-orbit potential behind, the crystal would be deformed, and a flip could occur even at infinite wavelength. The two mechanisms, taken separately, describe such incomplete shifts.

This argument removes the part of the amplitude that is independent of the phonon wavevector \(\mathbf q\). It does not yet give \(T^5\), because a term linear in \(q\) could survive, as it does for scattering without a spin flip. The linear term is removed by inversion combined with time reversal. Both steps are needed.

## The displacement operator

Take a nonmagnetic metal with one ion per cell and an inversion centre at each ion. I set \(\hbar=1\) until the final formula. The one-electron Hamiltonian is
\[
H=\frac{p^2}{2m_e}+\sum_{\mathbf R}U_{\mathbf R},\qquad U=V_0+V_{so},
\]
where \(U_{\mathbf R}\) is the screened potential of the ion at \(\mathbf R\). The potential is assumed to move rigidly with its ion and to follow it adiabatically.

Shifting an ion by \(\mathbf s\) turns \(U\) into \(e^{-i\mathbf s\cdot\mathbf p}Ue^{i\mathbf s\cdot\mathbf p}\). To first order the change is \(\mathbf s\cdot\mathbf O\), with
\[
\mathbf O_{\mathbf R}=-i[\mathbf p,U_{\mathbf R}].
\]
For a local potential this is \(-\nabla U\); the commutator also covers \(V_{so}\), which contains the momentum. A phonon displaces ion \(\mathbf R\) by \(\mathbf u\,e^{i\mathbf q\cdot\mathbf R}\), so the perturbation per unit displacement is
\[
\mathbf W_{\mathbf q}=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,\mathbf O_{\mathbf R}.
\]

Let \(\Theta\) be the product of inversion and time reversal. It is antiunitary, \(\Theta^2=-1\), and it commutes with \(H\). Each factor reverses \(\mathbf k\), so \(\Theta\) preserves it. Every band is therefore doubly degenerate at every \(\mathbf k\), with partners \(|\mathbf k\rangle\) ("up") and \(\Theta|\mathbf k\rangle\) ("down"). Within each doublet I choose the partners that diagonalize \(\sigma_z\), with phases smooth in \(\mathbf k\).

The flip amplitude is labelled by the midpoint \(\bar{\mathbf k}\) of the transition. With \(\mathbf k_\pm=\bar{\mathbf k}\pm\mathbf q/2\),
\[
\mathbf F(\bar{\mathbf k},\mathbf q)=\langle\Theta\mathbf k_+|\mathbf W_{\mathbf q}|\mathbf k_-\rangle=\mathbf F_E+\mathbf F_Y .
\]
The Elliott part \(\mathbf F_E\) comes from \(V_0\) in \(\mathbf W\), the Yafet part \(\mathbf F_Y\) from \(V_{so}\). Both are taken between the same spin-mixed eigenstates.

## First cancellation: order \(q^0\)

At \(\mathbf q=0\) the sum over ions gives the whole crystal potential. Since \(\mathbf p\) commutes with the kinetic energy, \(\mathbf W_0=-i[\mathbf p,H]\), and
\[
\mathbf F(\bar{\mathbf k},0)=-i\langle\Theta\bar{\mathbf k}|\mathbf pH-H\mathbf p|\bar{\mathbf k}\rangle
=-i(E-E)\langle\Theta\bar{\mathbf k}|\mathbf p|\bar{\mathbf k}\rangle=0 .
\]
Both states have the same energy \(E\) because they are partners. Hence
\[
\mathbf F_E(\bar{\mathbf k},0)=-\mathbf F_Y(\bar{\mathbf k},0)\equiv\mathbf m(\bar{\mathbf k}).
\]
In terms of forces: a stationary state feels no mean force, and the same holds for the off-diagonal element within a degenerate doublet. The spin-flip force from \(V_0\) is balanced by that from \(V_{so}\).

## Second cancellation: order \(q^1\)

Inversion and time reversal each reverse \(\mathbf p\), so \(\Theta\mathbf p\Theta^{-1}=\mathbf p\). The potential of the ion at \(\mathbf R\) goes into that of the ion at \(-\mathbf R\), and \(i\) becomes \(-i\). Thus \(\Theta\mathbf O_{\mathbf R}\Theta^{-1}=-\mathbf O_{-\mathbf R}\), and
\[
\Theta\mathbf W_{\mathbf q}\Theta^{-1}=-\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}\mathbf O_{-\mathbf R}=-\mathbf W_{\mathbf q},
\]
after renaming \(\mathbf R\to-\mathbf R\). Each \(\mathbf O_{\mathbf R}\) is Hermitian, so \(\mathbf W_{\mathbf q}^\dagger=\mathbf W_{-\mathbf q}\).

An antiunitary operator obeys \(\langle a|b\rangle=\langle\Theta b|\Theta a\rangle\). For each Cartesian component,
\[
\begin{aligned}
F(\bar{\mathbf k},\mathbf q)&=\langle\Theta\mathbf k_+|W_{\mathbf q}\mathbf k_-\rangle
=\langle\Theta W_{\mathbf q}\mathbf k_-|\Theta^2\mathbf k_+\rangle\\
&=-\langle\Theta W_{\mathbf q}\mathbf k_-|\mathbf k_+\rangle
=\langle W_{\mathbf q}\Theta\mathbf k_-|\mathbf k_+\rangle\\
&=\langle\Theta\mathbf k_-|W_{-\mathbf q}|\mathbf k_+\rangle=F(\bar{\mathbf k},-\mathbf q).
\end{aligned}
\]
The steps use, in order, antiunitarity, \(\Theta^2=-1\), the sign of \(\Theta W\Theta^{-1}\), and the Hermitian conjugate. The amplitude is even in \(\mathbf q\) at fixed midpoint. The proof uses only symmetries that \(V_0\) and \(V_{so}\) share, so it holds for each part separately. If the states vary smoothly with \(\mathbf k\),
\[
\mathbf F_E=\mathbf m+O(q^2),\qquad \mathbf F_Y=-\mathbf m+O(q^2),\qquad \mathbf F=q^2\,\mathbf C ,
\]
where \(\mathbf C\) depends on \(\bar{\mathbf k}\) and on the direction of \(\mathbf q\).

If one expands about the initial wavevector \(\mathbf k=\bar{\mathbf k}-\mathbf q/2\) instead, the Elliott part acquires the linear term \(\tfrac12(\mathbf q\cdot\nabla_{\mathbf k})\mathbf m\). The Yafet part acquires its negative, so the sum is again quadratic.

Without a spin flip, the same algebra relates the up-up amplitude at \(\mathbf q\) to minus the down-down amplitude at \(-\mathbf q\). That does not forbid a linear term. This also shows why the spin basis must be stated: turning it by an angle of order \(q\) between \(\mathbf k_-\) and \(\mathbf k_+\) mixes a linear amplitude into the flip amplitude at order \(q^2\). Another smooth choice of partners changes \(\mathbf C\), possibly by a large factor, but not the power. Here the partners are tied to the actual spin component \(\sigma_z\), so the prefactor gives the initial decay rate of a polarization that points along \(z\) at every \(\mathbf k\). In an arbitrary basis that turns with \(\mathbf k\), ordinary scattering is partly counted as flips.

## From the amplitude to the rate

A phonon of branch \(\lambda\), polarization \(\mathbf e_\lambda\) and frequency \(\omega\) has squared displacement amplitude \(1/(2NM\omega)\) in a crystal of \(N\) ions of mass \(M\). Absorption carries a factor \(n\), emission \(n+1\), with \(n=1/(e^{\omega/k_BT}-1)\).

Let the two spin populations have chemical potentials \(\mu\pm\delta/2\). For up at \(E\) going to down at \(E'=E+\omega\), the forward and reverse occupation factors are
\[
f_\uparrow(E)[1-f_\downarrow(E')]\,n,\qquad f_\downarrow(E')[1-f_\uparrow(E)]\,(n+1).
\]
Their ratio is \(e^{\delta/k_BT}\), so to first order their difference is \((\delta/k_BT)\,f(E)[1-f(E')]\,n\). Next use
\[
f(E)-f(E+\omega)=f(E)[1-f(E+\omega)]\,(1-e^{-\omega/k_BT}).
\]
The left side integrates over energy to \(\omega\), so \(\int f(E)[1-f(E+\omega)]\,dE=\omega(n+1)\). Absorption therefore contributes \(\omega n(n+1)\,\delta/k_BT\). For emission the energy integral is \(\omega n\) and the phonon factor \(n+1\), which gives the same amount. The sum is \(2\omega n(n+1)\,\delta/k_BT\).

With \(N_0\) states per spin and energy, the population difference is \(N_0\delta\), and each flip changes it by two. The golden rule then gives
\[
\frac1{T_1}=\frac{4\pi}{NMk_BT}\Big\langle\sum_{\mathbf q\lambda}|\mathbf F\cdot\mathbf e_\lambda|^2\,n(n+1)\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k})\Big\rangle ,
\]
where the brackets average over the Fermi surface, weighted by the density of states. The factor is \(2\cdot2\pi\cdot2\omega/(2M\omega)=4\pi/M\). The phonon energy has been dropped in the delta function, which neglects terms of relative order \(c/v\), sound speed over Fermi velocity.

For small \(q\) the delta function is \(\delta(\mathbf v\cdot\mathbf q)\). It confines \(\mathbf q\) to the tangent plane of the Fermi surface and leaves \(q\,dq\,d\varphi/v\). With \(\sum_{\mathbf q}\to N\Omega\int d^3q/(2\pi)^3\) and cell volume \(\Omega\),
\[
\frac1{T_1}=\frac{\Omega}{2\pi^2Mk_BT}\Big\langle\frac1v\oint d\varphi\sum_\lambda\int q\,dq\,|\mathbf F\cdot\mathbf e_\lambda|^2\,n(n+1)\Big\rangle .
\]
Now put \(\mathbf F=q^2\mathbf C\) and \(q=k_BTx/c_\lambda\). The integral over \(q\) becomes \((k_BT/c_\lambda)^6\) times
\[
\int_0^\infty\frac{x^5e^x}{(e^x-1)^2}\,dx=5\int_0^\infty\frac{x^4}{e^x-1}\,dx=5\cdot4!\,\zeta(5)=120\,\zeta(5)\approx124.4 ,
\]
by partial integration. With \(\hbar\) restored,
\[
\boxed{\frac1{T_1}=AT^5,\quad
A=\frac{120\,\zeta(5)\,\Omega k_B^5}{2\pi^2M\hbar^6}\Big\langle\frac1v\oint d\varphi\sum_\lambda\frac{|\mathbf C\cdot\mathbf e_\lambda|^2}{c_\lambda^6}\Big\rangle}
\]

The power can be counted. For \(F\propto q^p\) with \(p>0\), the integral gives \(T^{2p+2}\), and the factor \(1/k_BT\) leaves \(T^{2p+1}\). Quadratic flips give \(T^5\). The linear spin-conserving amplitude gives a scattering rate \(\propto T^3\). The phonon resistivity gains a further \(q^2\), because a small-angle collision removes little momentum, and so also reaches \(T^5\) if umklapp is negligible and the phonons are held in equilibrium, without being dragged along by the electrons. Spin relaxation and resistivity share the power for different reasons.

## One mechanism alone

If only the Elliott part is kept, \(F\to m\) is constant. The thermal integral is then \(\int x\,e^x/(e^x-1)^2\,dx\), whose integrand behaves as \(1/x\) at small \(x\), so it diverges logarithmically. A crystal of size \(L\) cuts it off near \(q=2\pi/L\), that is at \(x_0=2\pi\hbar c/(Lk_BT)\). For \(x_0\ll1\) the integral is \(1+\ln(1/x_0)\), and the rate goes as \(T[1+\ln(1/x_0)]\). A relaxation rate that grows with crystal size because of nearly uniform shifts is unphysical. Under this division of the potential, neither part alone is a usable approximation at low temperature.

## Numbers for a simple metal

The example is a bcc metal with one conduction electron per ion, using rough values in the regime of potassium: \(a=0.53\) nm, ion mass 39 u, and elastic constants \(C_{11},C_{12},C_{44}=4.2,\,3.4,\,2.8\) GPa. Potassium suits the question because its Fermi surface is nearly spherical and stays inside the first zone.

For plane waves \(\mathbf K\to\mathbf K'\) with \(\mathbf Q=\mathbf K'-\mathbf K\), the model potential in atomic units is
\[
\begin{aligned}
V_0&=-\frac{4\pi}{\Omega}\,\frac{\cos Qr_c}{Q^2+4k_F/\pi},\\
V_{so}&=\frac{i\Delta}{k_F^2}\,(\mathbf K'\times\mathbf K)\cdot\boldsymbol\sigma\;e^{-b^2(K'^2+K^2-2k_F^2)/2},
\end{aligned}
\]
with \(r_c=0.11\) nm, \(b=0.08\) nm and a chosen round strength \(\Delta=5\) meV. The free-electron radius is \(k_F=7.354\) nm⁻¹.

At one general midpoint with \(|\bar{\mathbf k}|=k_F\), and \(\mathbf q\) perpendicular to it, diagonalization in 43 plane waves gives these magnitudes in eV/nm:

| \(q/k_F\) | Elliott | Yafet | sum |
|---|---|---|---|
| 0 | 0.023451 | 0.023451 | \(7\times10^{-17}\) |
| 0.01 | 0.023451 | 0.023449 | \(3.30\times10^{-6}\) |
| 0.02 | 0.023450 | 0.023442 | \(1.32\times10^{-5}\) |
| 0.04 | 0.023449 | 0.023415 | \(5.27\times10^{-5}\) |

The value at \(q=0\) is rounding error. The digits are shown to display the cancellation within one basis; the Elliott and Yafet magnitudes themselves move by 2–3% when the basis is enlarged to 79–321 plane waves. Each doubling of \(q\) multiplies the sum by four, while the separate parts hardly change. The spin-conserving amplitude doubles, from 0.110 to 0.219 eV/nm between the second and third rows. At \(q=0.3k_F\), reversing \(\mathbf q\) changed neither flip part by more than one part in a million, as the evenness proof requires.

The third row gives the size of \(C\). Here \(q=0.02\times7.354=0.147\) nm⁻¹, so
\[
|\mathbf C|=\frac{1.32\times10^{-5}}{(0.147)^2}\approx6.1\times10^{-4}\ \text{eV nm}.
\]
Enlarging the basis from 43 to 135 plane waves lowers this value by 1%, and to 321 plane waves by 1.5%. For a rough estimate, use this \(|\mathbf C|\) everywhere, the mean Fermi velocity 844 km/s and a single sound speed. Along [110] the model has speeds of 0.678, 1.794 and 2.754 km/s. The boxed formula then gives \(A\approx6\) s⁻¹K⁻⁵ with the middle speed, but about 1900 s⁻¹K⁻⁵ with the slowest. The sixth power of \(c\) makes a one-speed estimate nearly useless in so anisotropic a crystal.

The full average, with anisotropic speeds and polarizations, is
\[
A\approx12.6\ \text{s}^{-1}\text{K}^{-5}.
\]
This value holds for a polarization along \(z\) at every \(\mathbf k\). Ordinary scattering is much faster than the flips and lets the spin directions adjust slightly from point to point on the Fermi surface. In this model that lowers the long-time rate by at least 7% (the result of a limited set of smooth tilt patterns; the full reduction may be larger), so 12.6 is an upper bound for it. Other Fermi-surface meshes shift the 12.6 by up to about 2%, and enlarging the basis from 43 to 135 or 201 plane waves, at a fixed coarse mesh, raises it by about 1.5%, so the third digit is not converged. At 0.2 K,
\[
\frac1{T_1}=12.6\times(0.2)^5\approx4.0\times10^{-3}\ \text{s}^{-1},\qquad T_1\approx250\ \text{s}.
\]
The Elliott part alone, in a 1 mm crystal, would give \(4.6\times10^6\) s⁻¹, too large by a factor of about \(10^9\).

The corrections to the leading form \(F=q^2C\) were also checked, by integrating amplitudes computed at finite \(q\) for normal processes with linear sound dispersion. The amplitudes were interpolated as smooth functions of \(q^2\), so evenness is built in. The exponent at the lowest temperatures is therefore no independent test of the quadratic law; the direct numerical evidence for it is the table above. On a coarse mesh with 19 plane waves, the exponent between 0.05 and 0.1 K is 5.00. Between 0.4 and 0.8 K it is 4.99, and at 0.8 K the rate lies 1.2% below the \(T^5\) law.

## Where the law fails

**Umklapp.** A phonon can carry an electron across the zone face to the equivalent far side of the Fermi surface. For a free-electron sphere the smallest such wavevector is 2.06 nm⁻¹, which costs \(k_B\times10.7\) K in the slowest [110] mode. At 0.2 K the occupation of that phonon is \(e^{-53}\approx10^{-23}\), so umklapp is negligible. For the exactly head-on transition \(\mathbf k\to-\mathbf k\) the flip amplitude even vanishes, because the final state is the time-reversed partner of the initial one; the umklapp rate comes from neighbouring pairs. The suppression is soon lost on warming: with linear sound dispersion, a rough estimate makes the umklapp rate comparable to the \(T^5\) term near 2 K and about ten times larger at 5 K.

**Near-degenerate bands.** The expansion in \(q\) needs states that are smooth on the scale of the thermal wavevector. Where a Fermi surface meets a zone face with gap \(E_g\), the states change over \(\delta k\sim E_g/\hbar v\). The \(T^5\) law then begins only when \(k_BT/\hbar c\) is well below \(\delta k\), which can be a very low temperature in polyvalent metals.

**No inversion centre.** Then \(\Theta\) is no longer a symmetry, the doublets split, and the evenness proof fails. With a polar term added to each ion, the computed flip amplitude grew as \(q^{0.81}\) between \(10^{-4}k_F\) and \(2\times10^{-4}k_F\), far from \(q^2\). States that diagonalize \(\sigma_z\) within a split pair are generally not energy eigenstates, so a constant term is allowed beside the linear one. Here the constant term is \(6.7\times10^{-7}\) eV/nm and the rest grows linearly, as \(1.11\times10^{-2}\,q/k_F\) eV/nm. The exponent below one comes from their mixture.

**Impurities.** Potassium samples contain impurities, which flip spins without phonons. The model's mean spin admixture is \(b_s^2=6.9\times10^{-6}\). For a momentum lifetime \(\tau=100\) ps, which means a mean free path of about 84 µm and a very pure crystal, the order-of-magnitude estimate \(b_s^2/\tau\) is \(7\times10^4\) s⁻¹. That exceeds the phonon rate at 0.2 K by a factor of about \(10^7\). The 250 s is thus the phonon contribution alone, not a lifetime to expect in a sample. Extrapolated, the \(T^5\) term would match this background only near 5.6 K, where umklapp is already the larger phonon contribution.

The prefactor is also uncertain as a value for real potassium. Flips need spin-orbit coupling, so for weak coupling \(\mathbf C\) is proportional to \(\Delta\) and the rate to \(\Delta^2\): doubling the chosen strength multiplies \(A\) by about four. Raising all sound speeds by 10%, with all else fixed, lowers \(A\) by the factor \(1.1^{-6}=0.56\). The rigid screened ions and the neglect of exchange between the spin populations add errors not sized here. The exponent is firmer than the prefactor, because it rests on translation, inversion, time reversal and smooth bands. The remaining values are in the numerical output.

## Table of computed values

```
lattice constant 0.53 nm, ion mass 39.0 u
core radius 0.11 nm, spin-orbit range 0.08 nm
spin-orbit strength at kF 5.0 meV
C11, C12, C44 = 4.2, 3.4, 2.8 GPa
mass density 870 kg/m^3
free-electron kF 7.354 1/nm
local potential at G(110) 0.1433 eV
mean Fermi velocity 844 km/s
sound speeds along [110] [0.678 1.794 2.754] km/s
unit vector of test midpoint [0.4803 0.3102 0.8205]
unit vector of test q [ 0.7492 -0.6315 -0.1998]
q/kF, |Elliott|, |Yafet|, |sum|, |spin-conserving| in eV/nm:
  0.00 2.3451e-02 2.3451e-02 7.1120e-17 4.4589e-16
  0.01 2.3451e-02 2.3449e-02 3.2963e-06 1.0966e-01
  0.02 2.3450e-02 2.3442e-02 1.3185e-05 2.1928e-01
  0.04 2.3449e-02 2.3415e-02 5.2730e-05 4.3825e-01
  0.08 2.3443e-02 2.3309e-02 2.1078e-04 8.7399e-01
powers of q (same order): [ 0.0000e+00 -4.0000e-04  1.9999e+00  9.9970e-01]
flip power of q without inversion: 0.812
120 zeta(5) = 124.4313
A = 1.257e+01 1/(s K^5)
relative shift of A, coarser mesh: +0.006
relative shift of A, 43 to 79 plane waves: -0.0003
at 0.2 K: 1/T1 = 4.023e-03 1/s, T1 = 2.486e+02 s
Elliott alone, 1.0 mm crystal: 4.628e+06 1/s
Elliott alone / full rate = 1.15e+09
explicit q integration, 19 plane waves, coarse mesh:
  T = 0.05 K, rate/(T^5 law) = 1.0000
  T = 0.10 K, rate/(T^5 law) = 0.9999
  T = 0.20 K, rate/(T^5 law) = 0.9993
  T = 0.40 K, rate/(T^5 law) = 0.9971
  T = 0.80 K, rate/(T^5 law) = 0.9885
exponents between these T: [5.    4.999 4.997 4.987]
smallest umklapp q 2.057 1/nm
slow-mode umklapp energy / kB 10.65 K
umklapp/normal integrand ratio at 0.2 K: 1.9e-18
largest sound speed / Fermi velocity 3.26e-03
mean spin admixture b^2 6.851e-06
impurity estimate b^2/tau, tau = 100.0 ps: 6.85e+04 1/s
```
